# Wegner's Bound on the Averaged Density of States in Disordered Lattices

**Q:** Put electrons on a lattice with random site energies. Every finite sample then has a discrete spectrum, and its density of states is a row of delta peaks. How can anyone claim a finite bound?

**A:** Not for one sample. The quantity that can be bounded is the average over the disorder. Take $N$ orthonormal site orbitals $|i\rangle$ and

$$H=T+\sum_i \varepsilon_i|i\rangle\langle i| ,\qquad T=T^\dagger,\quad T_{ii}=0 .$$

The $\varepsilon_i$ are independent random numbers with probability density $p(\varepsilon)$, whose largest value $p_{\max}$ is finite. The hopping $T$ may be fixed or random, but it must be independent of the site energies. Let $N(I)$ be the number of levels, for one spin, in an energy interval $I$ of length $|I|$. The averaged density of states $D(E)$ per site and spin is defined by

$$\langle N(I)\rangle = N\int_I D(E)\,dE .$$

Both $D$ and $p$ are inverse energies, so they can be compared.

**Q:** Moving one site energy shifts every level at once. Where would you start?

**A:** With one site, all the others being held fixed. Let $z=E+i\eta$ with $\eta>0$, and $G(z)=(H-z)^{-1}$. The element $G_{ii}$ is the component $x_i$ of the solution of $(H-z)x=|i\rangle$. Write $H'$ for $H$ with site $i$ removed, $x'$ for the other components, and $v$ for the column of hoppings $T_{ji}$. The equation splits into

$$(\varepsilon_i-z)x_i+v^\dagger x'=1,\qquad (H'-z)x'+v\,x_i=0 .$$

The second part gives $x'=-(H'-z)^{-1}v\,x_i$. Inserted in the first, it gives

$$G_{ii}(z)=\frac{1}{\varepsilon_i-z-\Sigma_i(z)},\qquad \Sigma_i(z)=v^\dagger(H'-z)^{-1}v .$$

The self-energy $\Sigma_i$ contains the hopping and the other site energies, but not $\varepsilon_i$. The whole dependence of $G_{ii}$ on $\varepsilon_i$ is therefore the one visible term.

**Q:** The denominator could still vanish, and then the average might diverge.

**A:** The signs prevent that. Let $\phi_m$ and $E'_m$ be the eigenvectors and levels of $H'$, and $v_m=\phi_m^\dagger v$. Then

$$\Sigma_i(z)=\sum_m\frac{|v_m|^2}{E'_m-E-i\eta},\qquad
\mathrm{Im}\,\Sigma_i=\sum_m\frac{\eta\,|v_m|^2}{(E'_m-E)^2+\eta^2}\ge 0 .$$

Set $a=E+\mathrm{Re}\,\Sigma_i$ and $b=\eta+\mathrm{Im}\,\Sigma_i$, so that $b\ge\eta>0$. Multiplying numerator and denominator by the complex conjugate of the denominator gives

$$\frac1\pi\,\mathrm{Im}\,G_{ii}=\frac1\pi\,\mathrm{Im}\frac{1}{\varepsilon_i-a-ib}
=\frac1\pi\,\frac{b}{(\varepsilon_i-a)^2+b^2} .$$

As a function of $\varepsilon_i$ this is a Lorentzian. Its centre and width depend on the surroundings, but its area is one. Because of independence, $\varepsilon_i$ still has the density $p$ when everything else is fixed. Hence

$$\int p(\varepsilon_i)\,\frac1\pi\mathrm{Im}\,G_{ii}\,d\varepsilon_i
\le p_{\max}\int\frac{1}{\pi}\frac{b\,d\varepsilon_i}{(\varepsilon_i-a)^2+b^2}=p_{\max} .$$

The right side no longer contains $a$ or $b$, so averaging over the remaining variables leaves it unchanged:

$$\Big\langle\frac1\pi\mathrm{Im}\,G_{ii}(E+i\eta)\Big\rangle\le p_{\max}\quad\text{for every }\eta>0 .$$

**Q:** That bounds a smeared density. I want the levels themselves, and the limit $\eta\to0$ is where peaks sharpen.

**A:** The bound does not depend on $\eta$, which makes the limit safe. Let $\psi_n$ and $E_n$ be the eigenstates and levels of $H$, and define the weight of site $i$ in $I$,

$$\mu_i(I)=\sum_{E_n\in I}|\psi_n(i)|^2 .$$

The spectral form of the resolvent is

$$\frac1\pi\mathrm{Im}\,G_{ii}(E+i\eta)=\sum_n|\psi_n(i)|^2\,\frac1\pi\frac{\eta}{(E-E_n)^2+\eta^2} .$$

Integrate this over an interval that extends $I$ by $\delta$ at both ends. A level inside $I$ lies at least $\delta$ from either end, so its Lorentzian contributes at least $(2/\pi)\arctan(\delta/\eta)$. Levels outside $I$ contribute positive amounts, which may be dropped. After averaging,

$$\frac2\pi\arctan\!\Big(\frac{\delta}{\eta}\Big)\langle\mu_i(I)\rangle\le p_{\max}\,(|I|+2\delta) .$$

Let $\eta\to0$ first, so that the prefactor tends to one, and then $\delta\to0$. The result is $\langle\mu_i(I)\rangle\le p_{\max}|I|$. Since $\sum_i|\psi_n(i)|^2=1$, the sum over sites counts each level once:

$$\boxed{\;\langle N(I)\rangle\le N\,p_{\max}\,|I|,\qquad D(E)\le p_{\max}\;}$$

The second form holds for almost every $E$, which is all that a density means. This is Wegner's estimate. If the sites have different densities $p_i$, the same sum gives the mean of their maxima in place of $p_{\max}$.

**Q:** Does it survive an infinite lattice?

**A:** The bound per site does not contain $N$. If the averaged density of states per site converges as the lattice grows, the limit obeys the same inequality on every interval.

The finite form has a use of its own. The probability of finding at least one level in $I$ cannot exceed the mean number of levels there, so it is at most $Np_{\max}|I|$. A level close to a prescribed energy is thus improbable once $|I|\ll 1/(Np_{\max})$.

**Q:** I can follow the Lorentzian, but I do not see why hopping cannot pile up levels. Bands have van Hove peaks.

**A:** Work at real energy. Define $F(E)=E+\Sigma_i(E)$ away from the levels of $H'$. A level with weight on site $i$ sits at $E$ when the denominator of $G_{ii}$ vanishes, that is, when $\varepsilon_i=F(E)$. So $F(E)$ is the site energy needed to place a level at $E$. Its slope is

$$F'(E)=1+\sum_m\frac{|v_m|^2}{(E'_m-E)^2}\ge1 .$$

Near a level, $\varepsilon_i-F(z)\approx F'(E_n)(E_n-z)$. Comparison with the spectral form $|\psi_n(i)|^2/(E_n-z)$ gives

$$|\psi_n(i)|^2=\frac1{F'(E_n)}=\frac{dE_n}{d\varepsilon_i},$$

where the last equality follows from differentiating $\varepsilon_i=F(E_n)$. A level that has little weight on the site also moves slowly when the site energy is changed. The two facts compensate. Because $\delta(\varepsilon_i-F(E))=\sum_n\delta(E-E_n)/F'(E_n)$,

$$\mu_i(I)=\int_I\delta\big(\varepsilon_i-F(E)\big)\,dE,\qquad
\int_{-\infty}^{\infty}\mu_i(I)\,d\varepsilon_i=|I| .$$

As $\varepsilon_i$ runs over the real line, the levels coupled to site $i$ sweep each energy once, apart from the isolated levels of $H'$ coupled to that site, which they only approach. For a random Hermitian $5\times5$ matrix and a window $0.7000$ eV wide, diagonalization over the whole range of one site energy gave a swept weight of $0.7000$ eV.

A van Hove peak belongs to a particular set of site energies. Averaging over $\varepsilon_i$ moves the levels and spreads the peak.

**Q:** Then you should be able to give $D$ itself, not merely a bound.

**A:** For finite $N$, yes. Multiply $\mu_i(I)$ by $p(\varepsilon_i)$ and integrate over $\varepsilon_i$; the delta function puts $F(E)$ into $p$. Averaging over the other variables and over sites gives

$$D(E)=\frac1N\sum_i\big\langle p\big(E+\Sigma_i(E)\big)\big\rangle,\qquad
E+\Sigma_i(E)=\varepsilon_i-\frac{1}{G_{ii}(E)} .$$

The bound follows at once, because an average of $p$ cannot exceed its maximum. One also sees when it is nearly reached: the needed site energy must usually lie near the maximum of $p$.

If the hopping is switched off, $\Sigma_i=0$ and $D(E)=p(E)$, so the bound is attained at the maximum of $p$. No smaller constant can therefore hold for all hoppings. In the opposite limit of vanishing disorder, $p_{\max}\to\infty$ and the inequality loses its content. It is also empty for an alloy with two sharp site energies, because a discrete distribution has no bounded density. Without hopping, that alloy does have two delta peaks in its averaged spectrum.

**Q:** You used independence in one line. Surely a bounded density for each single $\varepsilon_i$ would be enough.

**A:** It would not. Take two sites with hopping of magnitude $t$ and $\varepsilon_2=-\varepsilon_1$. Each energy on its own may have a smooth Gaussian density. The levels are $\pm\sqrt{\varepsilon_1^2+t^2}$, and none lies between $-t$ and $t$. The upper one falls in $[t,t+\delta]$ when

$$\varepsilon_1^2\le(t+\delta)^2-t^2=2t\delta+\delta^2 .$$

For $\delta\ll t$, and for $\sqrt{2t\delta}$ small compared with the width of $p$, this has probability $2p(0)\sqrt{2t\delta}$. Division by two sites and by $\delta$ gives the mean density in the window,

$$\frac{2p(0)\sqrt{2t\delta}}{2\delta}=p(0)\sqrt{\frac{2t}{\delta}} ,$$

which diverges as $\delta\to0$. With $t=0.6804$ eV, $p(0)=0.7979$ eV$^{-1}$ and $\delta=0.01$ eV, the formula gives $9.31$ eV$^{-1}$, and random sampling gives $9.29\pm0.02$ eV$^{-1}$ (the exact Gaussian integral is $9.26$). Both are more than ten times $p(0)$.

**Q:** So any correlation destroys the theorem?

**A:** It changes the constant. The proof needs the density of $\varepsilon_i$ conditional on all the other variables, and $p_{\max}$ must be the largest value of that density. For two Gaussian energies of standard deviation $\sigma$ and correlation $\rho$, the conditional standard deviation is $\sigma\sqrt{1-\rho^2}$. The bound becomes $p_{\max}/\sqrt{1-\rho^2}$, with $p_{\max}$ still the maximum of the single-site density. At $\rho=-0.95$ this is

$$\frac{0.7979}{\sqrt{1-0.9025}}=2.56\ \mathrm{eV^{-1}} .$$

The sampled density in the $0.10$ eV above $t$ is $1.47$ eV$^{-1}$. It exceeds the single-site maximum and respects the conditional one.

Correlation need not raise $D$, however. If all sites share one random energy $\varepsilon$, the clean density $D_0$ is shifted rigidly, and

$$D(E)=\int p(\varepsilon)D_0(E-\varepsilon)\,d\varepsilon\le p_{\max} ,$$

although the conditional density is then infinitely sharp. The conditional bound is sufficient, not necessary.

**Q:** Let me see this for something like an amorphous oxide semiconductor. How do you choose the numbers?

**A:** I take a model of the conduction band formed by metal $s$ orbitals in an indium-based oxide: one orbital per cube of side $a=0.40$ nm, effective mass $0.35\,m_e$, and Gaussian site energies with $\sigma=0.50$ eV. These are round parameters. With nearest-neighbour hopping $-t$, the clean band is $-2t(\cos k_xa+\cos k_ya+\cos k_za)$. Near its bottom it is $-6t+ta^2k^2$, and equating the second term to $\hbar^2k^2/2m^*$ gives

$$t=\frac{\hbar^2}{2m^*a^2}=0.680\ \mathrm{eV},\qquad -6t=-4.08\ \mathrm{eV} .$$

The Gaussian maximum is

$$p_{\max}=\frac{1}{\sigma\sqrt{2\pi}}=\frac{1}{0.50\times2.507}=0.798\ \mathrm{eV^{-1}} .$$

With two spins and $1/a^3=1.56\times10^{22}$ cm$^{-3}$, the bound per volume is

$$\frac{2p_{\max}}{a^3}=2.49\times10^{22}\ \mathrm{cm^{-3}\,eV^{-1}} .$$

To find $D$, I diagonalize 200 boxes of 216 sites. Random boundary phases reduce the bunching of levels in a small periodic box. They belong to $T$ and are independent of the site energies, so the theorem still applies.

**Q:** And how close does the density come to the bound?

**A:** In the $0.5$ eV window at the band centre, counting levels gives $D=0.201\pm0.002$ eV$^{-1}$, one quarter of the bound. In the first $0.5$ eV above the clean edge it gives $0.0280\pm0.0006$ eV$^{-1}$, or $3.5\%$. In the $0.2$ eV below the clean edge it gives $0.0043\pm0.0006$ eV$^{-1}$, or $0.5\%$. The errors are standard errors over the boxes. The formula with the needed site energy, evaluated in the same boxes, gives $0.201$, $0.0281$ and $0.0042$ eV$^{-1}$.

That formula also says what the ratio means. For a Gaussian centred at zero,

$$\frac{D(E)}{p_{\max}}=\Big\langle e^{-F(E)^2/2\sigma^2}\Big\rangle ,$$

averaged over sites as well. At the band centre this average is $0.25$: the site energy needed is often too far from zero to be likely. In the window below the clean edge it is $0.005$.

Weakening the hopping brings $F(E)$ back towards $E$. With the site disorder held fixed and $t$ reduced to $0.068$ eV, the ratio within $0.1$ eV of the centre rises to $0.91$. At $t=0.0068$ eV it is $0.996$ by counting and $0.992$ by the formula; the count rests on about a thousand levels in 30 boxes and is uncertain by about $0.03$. Even with no hopping it would be slightly below one, because $p$ falls away from its maximum within the window. The mean of $E^2/2\sigma^2$ over $\pm w$ is $w^2/6\sigma^2=0.01/1.5=0.007$, which leaves $0.993$.

**Q:** A bound that is 200 times too large in the tail is a poor theory of band tails.

**A:** It is no theory of their shape. It excludes a divergence of the averaged density, in the tail as elsewhere, but it gives neither an exponential law nor a decay energy, and it does not show that tail states are localized.

The sampled levels below the clean edge need their own reading. The count in the $0.2$ eV window corresponds to

$$0.00428\times0.2=8.56\times10^{-4}$$

states per site, which equals the count of all states below the clean edge. That is 37 levels among $43\,200$ sites, none of them deeper than $0.2$ eV. Deeper states do exist in the model: the lowest level cannot lie above the lowest site energy, by the variational principle, and a Gaussian has no lower limit. They are too rare for these boxes.

The levels that are found belong mostly to a lowered band edge, not to a tail. The site energies couple the plane wave at the band bottom to a plane wave $q$ with mean squared matrix element $\sigma^2/N$. In second order the bottom therefore moves down by $\sigma^2G_0$, with $G_0=\frac1N\sum_{q\ne0}1/(E_q+6t)=0.2527/t$ for the infinite cubic lattice, which gives $0.093$ eV. A parabolic band holds $(\Delta/t)^{3/2}/6\pi^2$ states per site within $\Delta$ of its bottom, and $\Delta=0.093$ eV gives $8.5\times10^{-4}$. The rigid shift alone accounts for the count.

**Q:** A transistor works at room temperature. Does thermal smearing weaken the bound?

**A:** Not for noninteracting electrons with a fixed distribution of disorder. With the Fermi function $f$ and Fermi level $\mu$, the carrier density is $n=(2/a^3)\int D f\,dE$. Since $\partial f/\partial\mu=-\partial f/\partial E$,

$$\frac{dn}{d\mu}=\frac{2}{a^3}\int D(E)\Big(-\frac{\partial f}{\partial E}\Big)dE\le\frac{2p_{\max}}{a^3} ,$$

because the thermal weight is positive and has unit area. At $300$ K, with $\mu$ placed $0.10$ eV below the clean edge, the boxes give $n=(3.7\pm0.8)\times10^{18}$ cm$^{-3}$ and $dn/d\mu=(1.0\pm0.2)\times10^{20}$ cm$^{-3}$ eV$^{-1}$, which is $0.4\%$ of the bound.

These numbers also measure degeneracy. From $-\partial f/\partial E=f(1-f)/kT$,

$$1-\frac{kT}{n}\frac{dn}{d\mu}=\frac{\int Df^2\,dE}{\int Df\,dE}
\approx1-\frac{0.02585\times1.03\times10^{20}}{3.71\times10^{18}}=0.28 .$$

This is the mean occupation of a state, weighted by the electrons in it. The Fermi level lies within $0.01$ eV of the lowered band edge, so some degeneracy is expected without any tail. With so few levels near $\mu$ in the boxes, $0.28$ is only a rough estimate, and probably a high one: a parabolic band with $\mu$ placed $0.007$ eV below its bottom gives $0.18$. It is not negligible, however, as Boltzmann statistics would require, so that approximation is inaccurate here.

**Q:** Real films have neighbouring sites that feel the same defect, irregular bonds, and electrons that repel each other. What do these do to your numbers?

**A:** Take correlation first, since it breaks an assumption. For Gaussian energies with covariance matrix $C$, the exponent of the joint density is $-\tfrac12\varepsilon^{\mathsf T}C^{-1}\varepsilon$. The coefficient of $\varepsilon_i^2$ shows that the conditional variance is $1/(C^{-1})_{ii}$. If correlations decay as $e^{-r/a}$, neighbours have correlation $0.37$, and for the central site of a finite cubic cluster the bound rises by a factor $1.28$, to about $1.02$ eV$^{-1}$. The bound rises; $D$ itself need not follow it, and this factor does not measure the change in $D$. Near the band bottom, positive correlation adds the off-site terms of the clean Green function, all of one sign, to the second-order shift. The edge is lowered further, and the number of states below the clean edge grows. For this covariance the second-order term gives only the direction. In the continuum approximation $\sigma^2$ is replaced by $8\pi\sigma^2/(1+q^2a^2)^2$ and $E_q+6t$ by $tq^2a^2$, and the shift becomes $\sigma^2/t\approx0.37$ eV. The lattice sum gives $0.41$ eV. Either value is comparable with $\sigma$ itself, so the picture of a small rigid shift no longer applies. On a lattice of about $17\,000$ sites the count below the clean edge is about $2.3\times10^{-3}$ per site: well above the uncorrelated value, but only a third of the $6.8\times10^{-3}$ that a rigid shift of $0.37$ eV would give.

Bond disorder independent of the site energies leaves the bound unchanged but lowers the band edge further. For bonds of rms deviation $s$, the mean squared coupling to the plane wave $q$ is $(s^2/N)\,[12-(E_q+6t)/t]$, so the extra shift is $s^2(12G_0-1/t)$. For $s=0.2t$ this is $0.055$ eV, and the parabolic count becomes $1.7\times10^{-3}$ per site. With the site disorder and mean hopping held fixed, $20\%$ rms variation of the bonds changes the number of states below the same clean edge from $(0.86\pm0.13)\times10^{-3}$ to $(1.6\pm0.2)\times10^{-3}$ per site.

For repulsion I make a single-site Hartree estimate without magnetization. The effective energy $u$ obeys $u=\varepsilon+Un(u)$, where $n(u)$ is now the site occupation per spin. With $\chi=-dn/du$, this gives $d\varepsilon/du=1+U\chi$, so the probability density of $u$ is $p(\varepsilon)(1+U\chi)$. For $U=5$ eV I take ten further boxes at the same Fermi level, and the most occupied site of each. There $U\chi$ averages $0.003$ and reaches $0.015$, so the estimated compression is at most $1.5\%$ at these ten sites. Ten boxes are too few to fix these numbers, because the distribution is strongly skewed: over about a hundred boxes the median is near $0.0002$, the mean near $0.006$, and the largest value about $0.13$, so rare sites are compressed by more than $10\%$. The estimate omits the response of other sites and correlation beyond mean field, so it is no limit on the effect of repulsion as a whole. At $n=3.7\times10^{18}$ cm$^{-3}$ the radius per electron, $(3/4\pi n)^{1/3}$, is $4.0$ nm. For a relative permittivity of about $10$ the Coulomb energy at that distance is $1.44/(10\times4.0)=0.036$ eV, which exceeds $kT$. The long-range part can therefore change $n$ and $dn/d\mu$ by far more than the on-site term.

**Q:** Would you set any of this beside an actual indium-gallium-zinc oxide film?

**A:** With care. A conduction band made largely of metal $s$ states, an effective mass of a few tenths and a cation density of order $10^{22}$ cm$^{-3}$ are reasonable rough values. The site disorder of $0.50$ eV is a choice, not a measured property. The $0.2$ eV window below the clean edge, with both spins, has

$$2\times0.0043\times1.56\times10^{22}\approx1.3\times10^{20}\ \mathrm{cm^{-3}\,eV^{-1}} .$$

This number is accounted for by the lowering of the band edge. It is not a tail density and should not be compared with tail densities inferred from transistors. The site energies of a real film need not be independent, and the correlation assumed above moves the bound by $28\%$ and can change the count near the edge by much more. The single orbital per site and the missing valence band restrict the model to states near the conduction band. Within those conditions, an averaged density fitted above the bound would contradict the assumption of independent Gaussian site energies of this width (another shape with the same rms can have a larger $p_{\max}$); one below it would not confirm that assumption. The bound per volume is also proportional to the number of orbitals counted: one orbital for every cation of crystalline InGaZnO$_4$, about $3.7\times10^{22}$ cm$^{-3}$, would raise it by a factor of $2.4$. The numerical output below gives the values with their sampling errors where these were estimated.

## Values computed for the example and the checks

```
site spacing: 0.40 nm; effective mass: 0.35 m_e
rms site energy: 0.50 eV; temperature: 300 K
thermal energy kT: 0.02585 eV
hopping from the mass: 0.6804 eV
clean lower band edge: -4.0821 eV
site density: 1.5625e+22 cm^-3
bound p_max: 0.7979 per eV per site and spin
bound with both spins: 2.4934e+22 cm^-3 eV^-1
small matrix, block-inversion error: 2.3e-16 eV^-1
small matrix, area over site energy: 1.000000
small matrix, window width: 0.7000 eV
small matrix, swept spectral weight: 0.7000 eV
lattice: 216 sites, 200 samples
D, tail, 0.2 eV below clean edge:
  counted: 0.00428 +- 0.00064 per eV per site
  from needed site energy: 0.00423 +- 0.00061 per eV per site
  counted D / p_max: 0.00537
D, 0.5 eV above clean edge:
  counted: 0.02801 +- 0.00060 per eV per site
  from needed site energy: 0.02814 +- 0.00058 per eV per site
  counted D / p_max: 0.03510
D, band centre, +-0.25 eV:
  counted: 0.20106 +- 0.00206 per eV per site
  from needed site energy: 0.20097 +- 0.00201 per eV per site
  counted D / p_max: 0.25200
largest D in 0.5 eV bins: 0.2023 per eV per site
hopping 0.06804 eV, D/p_max within 0.1 eV of centre:
  counted 0.909, from needed site energy 0.908
hopping 0.00680 eV, D/p_max within 0.1 eV of centre:
  counted 0.996, from needed site energy 0.992
opposite-energy dimer, window 0.01 eV above hopping energy:
  D 9.294, square-root law 9.307 per eV per site
dimer, correlation -0.95, window 0.10 eV:
  D 1.474, conditional bound 2.555 per eV per site
Fermi level below clean edge: 0.10 eV
carrier density: 3.71e+18 +- 8.3e+17 cm^-3
dn/dmu: 1.03e+20 +- 1.8e+19 cm^-3 eV^-1
dn/dmu divided by its bound: 4.12e-03
correlated energies, neighbour correlation: 0.368
  factor on the bound: 1.283
states below clean edge, no bond disorder: 8.56e-04 +- 1.3e-04 per site
  with 20 % rms bond disorder: 1.58e-03 +- 2.0e-04 per site
on-site repulsion: 5.0 eV
  Hartree compression U*response: mean 0.0030, largest 0.0151
```
